# Vapour pressure over a small particle: average and marginal surface energy: a program that tests the result

```python
"""Vapour pressure over a small sphere (Kelvin / Gibbs-Thomson relation).

Result under test:  p / p0 = exp( 2 gamma Omega / (r kB T) )
  p, p0  vapour pressure over the sphere and over a flat surface
  gamma  surface free energy per area, isotropic
  Omega  volume per atom in the condensed phase
  r, T   particle radius and temperature
Working units: eV, nm, K.  The law is tested against a direct count of
free energies of a particle and an ideal vapour sharing a closed box.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

# Data of the question in SI, converted once
gamma_si, omega_si, radius_si, temperature = 1.5, 1.2e-29, 5e-9, 900.0
eV = const.e
gamma = gamma_si / eV * 1e-18            # eV/nm^2
omega = omega_si * 1e27                  # nm^3
radius = radius_si * 1e9                 # nm
kT = const.k * temperature / eV          # eV
GPa = 1e9 * 1e-27 / eV                   # one GPa in eV/nm^3

# Derived formula
delta_mu = 2 * gamma * omega / radius
exponent = delta_mu / kT
enhancement = np.exp(exponent)
atoms = 4 * np.pi * radius**3 / (3 * omega)


def sphere_energy(n):
    """Surface free energy of a sphere of n atoms."""
    r = (3 * n * omega / (4 * np.pi)) ** (1 / 3)
    return 4 * np.pi * r**2 * gamma


def last_atom_cost(energy, n):
    """Central difference: energy change per added atom."""
    return (energy(n + 1) - energy(n - 1)) / 2


# Cost of the last atom, and the different average cost per atom
assert abs(last_atom_cost(sphere_energy, atoms) / delta_mu - 1) < 1e-7
average_cost = sphere_energy(atoms) / atoms
assert abs(average_cost / delta_mu - 1.5) < 1e-10


def balanced_vapour(surface_energy, scale):
    """Vapour atoms for which transfer of an atom costs no free energy.

    log(scale) collects box volume, thermal wavelength and cohesive energy.
    """
    def free_energy(n_solid, n_gas):
        gas = gammaln(n_gas + 1) - n_gas * np.log(scale)
        return surface_energy(n_solid) / kT + gas

    def transfer_cost(n_gas):
        return (free_energy(atoms - 1, n_gas + 1)
                - free_energy(atoms + 1, n_gas - 1)) / 2

    return brentq(transfer_cost, 0.5 * scale, 10 * scale, xtol=1e-4)


counted = []
for scale in (1e5, 1e6):
    curved = balanced_vapour(sphere_energy, scale)
    flat = balanced_vapour(lambda n: 0.0, scale)
    counted.append(curved / flat)
# finite vapour number leaves errors of order 1/scale
assert all(abs(c / enhancement - 1) < 2e-5 for c in counted)


# Stability at fixed vapour pressure, using the counted pressure ratio
def open_free_energy(n):
    return sphere_energy(n) / kT - n * np.log(counted[1])


top = minimize_scalar(lambda n: -open_free_energy(n),
                      bounds=(0.2 * atoms, 4 * atoms), method="bounded")
top_radius = (3 * top.x * omega / (4 * np.pi)) ** (1 / 3)
assert abs(top_radius / radius - 1) < 1e-4
slope_small = last_atom_cost(open_free_energy, 0.9 * atoms)
slope_large = last_atom_cost(open_free_energy, 1.1 * atoms)
assert slope_small > 0 > slope_large     # small shrinks, large grows

# Neglected: curvature dependence of gamma (rough length, either sign)
tolman = 0.1                             # nm
curvature_ratios = []
for d in (tolman, -tolman):
    def curved_energy(n, d=d):
        r = (3 * n * omega / (4 * np.pi)) ** (1 / 3)
        return 4 * np.pi * r**2 * gamma * (1 - 2 * d / r)
    direct = last_atom_cost(curved_energy, atoms)
    assert abs(direct / (delta_mu * (1 - d / radius)) - 1) < 1e-7
    curvature_ratios.append(np.exp(direct / kT))

# Neglected: compressibility (rough bulk modulus)
bulk_modulus = 100.0                     # GPa
laplace = 2 * gamma / radius             # eV/nm^3
B = bulk_modulus * GPa
compressed = quad(lambda P: omega * np.exp(-P / B), 0, laplace)[0]
leading = laplace * omega * (1 - laplace / (2 * B))
assert abs(compressed / leading - 1) < 1e-5   # next order is (P/B)^2/6

# Neglected: outside pressure of 1 bar
outside_shift = 1e-4 * GPa * omega / kT


# Neglected: faceting, shown by a cube of equal volume and equal gamma
def cube_energy(n):
    return 6 * gamma * (n * omega) ** (2 / 3)


half_edge = (atoms * omega) ** (1 / 3) / 2
cube_cost = last_atom_cost(cube_energy, atoms)
assert abs(cube_cost / (2 * gamma * omega / half_edge) - 1) < 1e-7

length = 2 * gamma * omega / kT
one_percent_radius = length / np.log(1.01)

print(f"surface energy, as given: {gamma_si:.2f} J/m^2")
print(f"surface energy, working unit: {gamma:.4f} eV/nm^2")
print(f"atomic volume: {omega:.4f} nm^3")
print(f"radius: {radius:.2f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"atoms in particle: {atoms:.0f}")
print(f"kB T: {kT:.5f} eV")
print(f"excess chemical potential: {delta_mu:.5f} eV")
print(f"same, per mole: {delta_mu*eV*const.N_A/1000:.3f} kJ/mol")
print(f"exponent x: {exponent:.4f} (no unit)")
print(f"ENHANCEMENT p/p0: {enhancement:.4f} (no unit)")
print(f"p/p0 counted, less vapour: {counted[0]:.5f} (no unit)")
print(f"p/p0 counted, more vapour: {counted[1]:.5f} (no unit)")
print(f"linear estimate 1+x: {1+exponent:.4f} (no unit)")
print(f"average surface energy per atom: {average_cost:.5f} eV")
print(f"p/p0 if average is misused: {np.exp(average_cost/kT):.4f}")
print(f"radius at maximum of G: {top_radius:.4f} nm")
print(f"dG/dN at 0.9 N: {slope_small:+.5f} kB T")
print(f"dG/dN at 1.1 N: {slope_large:+.5f} kB T")
print(f"length 2 gamma Omega/(kB T): {length:.4f} nm")
for r in (2.5, 10.0, 20.0, 50.0, 100.0):
    print(f"p/p0 at r = {r:.1f} nm: {np.exp(length/r):.4f}")
print(f"radius for 1% enhancement: {one_percent_radius:.1f} nm")
print("Effects left out of the model:")
print(f"p/p0, gamma 10% lower: {np.exp(0.9*exponent):.4f}")
print(f"p/p0, gamma 10% higher: {np.exp(1.1*exponent):.4f}")
print(f"curvature length delta (rough): {tolman:.2f} nm")
print(f"p/p0 with +delta: {curvature_ratios[0]:.4f}")
print(f"p/p0 with -delta: {curvature_ratios[1]:.4f}")
print(f"Laplace pressure: {laplace/GPa:.3f} GPa")
print(f"bulk modulus (rough): {bulk_modulus:.0f} GPa")
print(f"p/p0 with compressibility: {np.exp(compressed/kT):.4f}")
print(f"shift of x by 1 bar outside: {outside_shift:.2e}")
print(f"half-edge of equal-volume cube: {half_edge:.3f} nm")
print(f"p/p0 for that cube: {np.exp(cube_cost/kT):.4f}")
print("verified")
```

Output:

```
surface energy, as given: 1.50 J/m^2
surface energy, working unit: 9.3623 eV/nm^2
atomic volume: 0.0120 nm^3
radius: 5.00 nm
temperature: 900 K
atoms in particle: 43633
kB T: 0.07756 eV
excess chemical potential: 0.04494 eV
same, per mole: 4.336 kJ/mol
exponent x: 0.5794 (no unit)
ENHANCEMENT p/p0: 1.7850 (no unit)
p/p0 counted, less vapour: 1.78504 (no unit)
p/p0 counted, more vapour: 1.78503 (no unit)
linear estimate 1+x: 1.5794 (no unit)
average surface energy per atom: 0.06741 eV
p/p0 if average is misused: 2.3849
radius at maximum of G: 5.0000 nm
dG/dN at 0.9 N: +0.02071 kB T
dG/dN at 1.1 N: -0.01812 kB T
length 2 gamma Omega/(kB T): 2.8972 nm
p/p0 at r = 2.5 nm: 3.1863
p/p0 at r = 10.0 nm: 1.3361
p/p0 at r = 20.0 nm: 1.1559
p/p0 at r = 50.0 nm: 1.0597
p/p0 at r = 100.0 nm: 1.0294
radius for 1% enhancement: 291.2 nm
Effects left out of the model:
p/p0, gamma 10% lower: 1.6845
p/p0, gamma 10% higher: 1.8915
curvature length delta (rough): 0.10 nm
p/p0 with +delta: 1.7645
p/p0 with -delta: 1.8058
Laplace pressure: 0.600 GPa
bulk modulus (rough): 100 GPa
p/p0 with compressibility: 1.7819
shift of x by 1 bar outside: 9.66e-05
half-edge of equal-volume cube: 4.030 nm
p/p0 for that cube: 2.0522
verified
```
